# Non-negative ring-anode currents for uniform wafer plating by constrained least squares: a program that tests the result

```python
"""Ring-anode currents for the most uniform wafer plating current.

Result under test: with ring fractions x >= 0, sum(x) = 1, the relative wafer
nonuniformity is |B x|, where B is a Bessel-mode influence matrix of the cell
(electrolyte + resistive seed contacted at its edge + linearised kinetics).
The minimiser follows from one non-negative least-squares problem:
    minimise |B u|^2 + (sum(u) - 1)^2, u >= 0, then x = u / sum(u).
Symbols: R wafer and cell radius, H anode gap, kappa conductivity, Rs sheet
resistance, rho kinetic area resistance, i0 mean current density,
k mode wavenumbers with J1(k R) = 0. Lengths in cm, currents in A.
"""
import itertools
import numpy as np
from scipy import constants, sparse
from scipy.sparse.linalg import splu
from scipy.special import j0, j1, jn_zeros

FARADAY = constants.value('Faraday constant')
R, H, kappa, i0 = 15.0, 6.0, 0.06, 0.010
temperature, alpha = 298.15, 0.5
seed_cm, seed_resistivity = 100e-7, 2.2e-6
Rs = seed_resistivity / seed_cm
tafel = constants.R * temperature / (alpha * FARADAY)
rho = tafel / i0
total_current = np.pi * R**2 * i0
n_modes = 400
k = jn_zeros(1, n_modes) / R
J0R = j0(k * R)


def ring_shape(edges):
    """Anode modes (scaled by J0(kR)/i0) of rings of uniform density."""
    primitive = edges[None, :] * j1(k[:, None] * edges[None, :]) / k[:, None]
    return 2 * np.diff(primitive, axis=1) / np.diff(edges**2) / J0R[:, None]


def influence(shape, gap=H, sheet=Rs):
    damping = rho + 1 / (kappa * k * np.tanh(k * gap)) + sheet / k**2
    inverse_sinh = 2 * np.exp(-k * gap) / (1 - np.exp(-2 * k * gap))
    transfer = inverse_sinh / (kappa * k * damping)
    return transfer[:, None] * shape + (sheet / (k**2 * damping))[:, None]


def profile(y, r):
    """i(r)/i0 with the slowly converging edge tail summed in closed form."""
    smooth = Rs / rho * (r**2 / 4 - R**2 / 8)
    rest = (y - Rs / (rho * k**2)) / J0R
    return 1 + smooth + j0(np.outer(r, k)) @ rest


def best_fractions(B):
    """Active-set non-negative least squares, then rescaling to unit sum."""
    n = B.shape[1]
    A = np.vstack([B, np.ones(n)])
    target = np.zeros(A.shape[0])
    target[-1] = 1
    u, used = np.zeros(n), np.zeros(n, dtype=bool)
    for _ in range(20 * n):
        descent = A.T @ (target - A @ u)
        descent[used] = -np.inf
        new = int(np.argmax(descent))
        if used.all() or descent[new] <= 1e-12:
            break
        used[new] = True
        while used.any():
            trial = np.zeros(n)
            trial[used] = np.linalg.lstsq(A[:, used], target, rcond=None)[0]
            bad = np.flatnonzero(used & (trial <= 0))
            if bad.size == 0:
                u = trial
                break
            steps = u[bad] / np.maximum(u[bad] - trial[bad], 1e-300)
            u = u + steps.min() * (trial - u)
            used[bad[np.argmin(steps)]] = False
            used &= u > 1e-15
            u[~used] = 0
    return u / u.sum()


def signed_fractions(B):
    """Minimiser with unit sum and free signs."""
    n = B.shape[1]
    x = np.linalg.solve(B.T @ B + np.ones((n, n)), np.ones(n))
    return x / x.sum()


def enumerate_supports(B):
    """Global minimum by solving every subset of rings."""
    n, best, best_x = B.shape[1], np.inf, None
    for size in range(1, n + 1):
        for subset in itertools.combinations(range(n), size):
            part = signed_fractions(B[:, subset])
            value = np.linalg.norm(B[:, subset] @ part)
            if part.min() >= 0 and value < best:
                best, best_x = value, np.zeros(n)
                best_x[list(subset)] = part
    return best, best_x


def chain_matrix(g):
    """Conductance matrix of a chain of cells joined by conductances g."""
    diagonal = np.append(g, 0) + np.append(0, g)
    return sparse.diags([-g, diagonal, -g], [-1, 0, 1])


class VolumeCell:
    """Finite volumes for electrolyte potential, film potential and current."""
    def __init__(self, nr=240, nz=50):
        self.nr, self.nz = nr, nz
        self.faces = np.linspace(0, R, nr + 1)
        self.r = (self.faces[1:] + self.faces[:-1]) / 2
        self.area = np.pi * np.diff(self.faces**2)
        dr = R / nr
        zf = H * np.linspace(0, 1, nz + 1)**1.5
        dz, zc = np.diff(zf), (zf[1:] + zf[:-1]) / 2
        radial = chain_matrix(2 * np.pi * self.faces[1:-1] / dr)
        vertical = chain_matrix(1 / np.diff(zc))
        bulk = kappa * (sparse.kron(sparse.diags(dz), radial)
                        + sparse.kron(vertical, sparse.diags(self.area)))
        contact = np.zeros(nr)
        contact[-1] = 2 * np.pi / np.log(R / self.r[-1])
        film = (radial + sparse.diags(contact)) / Rs
        bottom = sparse.eye(nr * nz, nr, format='csr')
        areas, one = sparse.diags(self.area), sparse.eye(nr)
        series_resistance = rho + dz[0] / (2 * kappa)
        matrix = sparse.bmat([[bulk, None, bottom @ areas],
                              [None, film, -areas],
                              [bottom.T, -one, -series_resistance * one]])
        self.lu = splu(matrix.tocsc())

    def solve(self, source, law=None):
        """Relative wafer current for anode current fractions per annulus."""
        rhs = np.zeros(self.nr * (self.nz + 2))
        top = slice(self.nr * (self.nz - 1), self.nr * self.nz)
        rhs[top] = source * total_current
        current = self.lu.solve(rhs)[-self.nr:]
        if law is None:
            return current / i0
        for _ in range(200):
            rhs[-self.nr:] = law(current) - rho * current
            new = self.lu.solve(rhs)[-self.nr:]
            change = np.max(np.abs(new - current)) / i0
            current = new
            if change < 1e-10:
                return current / i0
        raise AssertionError('nonlinear kinetics did not converge')

    def rms(self, relative):
        return np.sqrt(self.area @ (relative - 1)**2 / (np.pi * R**2))


# Optimum for six rings
n_rings = 6
edges = np.linspace(0, R, n_rings + 1)
shape = ring_shape(edges)
B = influence(shape)
x_even = np.diff(edges**2) / R**2
x_best = best_fractions(B)
x_free = signed_fractions(B)
x_clip = np.maximum(x_free, 0)
x_clip /= x_clip.sum()
rms_even, rms_best, rms_free, rms_clip = (
    np.linalg.norm(B @ x) for x in (x_even, x_best, x_free, x_clip))
gradient = B.T @ (B @ x_best)
q_best = rms_best**2
assert x_best.min() >= 0 and abs(x_best.sum() - 1) < 1e-12
assert gradient.min() >= q_best - 1e-11
rms_enum, x_enum = enumerate_supports(B)
assert abs(rms_enum - rms_best) < 1e-8
assert np.max(np.abs(x_enum - x_best)) < 1e-6
assert rms_free <= rms_best + 1e-10 and rms_clip >= rms_best - 1e-10

# Independent cell solution: profiles and its own influence matrix
cell = VolumeCell()
owner = np.searchsorted(edges, cell.r) - 1
ring_sources = np.array([np.where(owner == j, cell.area, 0)
                         / cell.area[owner == j].sum()
                         for j in range(n_rings)])
volume_profiles = np.array([cell.solve(s) for s in ring_sources]).T
column_error = 0.0
for j in range(n_rings):
    series = profile(B[:, j], cell.r)
    error = np.max(np.abs(series - volume_profiles[:, j])) / series.max()
    column_error = max(column_error, error)
assert column_error < 3e-3      # second-order mesh error of the volumes
best_error = np.max(np.abs(profile(B @ x_best, cell.r)
                           - volume_profiles @ x_best))
assert best_error < 2e-3
weights = np.sqrt(cell.area / (np.pi * R**2))
B_volume = weights[:, None] * (volume_profiles - 1)
rms_volume, _ = enumerate_supports(B_volume)
assert abs(rms_volume - rms_best) < 3e-4
assert np.linalg.norm(B_volume @ x_best) - rms_volume < 1e-4

# Anode pattern that should cancel the first modes exactly
n_cancel = 7
needed = -Rs * kappa * np.sinh(k[:n_cancel] * H) / k[:n_cancel]
allowed = 1 / np.abs(J0R[:n_cancel])
pattern = 1 + j0(np.outer(cell.r, k[:3])) @ (needed[:3] / J0R[:3])
source = pattern * cell.area
source /= source.sum()


def project(relative):
    basis = j0(np.outer(k[:3], cell.r)) / J0R[:3, None]
    return basis @ (cell.area * (relative - 1)) / (np.pi * R**2)


even_source = cell.area / cell.area.sum()
modes_before = project(cell.solve(even_source))
modes_after = project(cell.solve(source))
assert np.all(np.abs(modes_after) < 1e-3)
assert np.all(np.abs(modes_before) > 1e-2)
assert np.any(np.abs(needed) > allowed)

# Ring number, gap, convergence, and bound for every non-negative anode
ring_scan = {}
for n in (1, 3, 6, 12, 60):
    B_n = influence(ring_shape(np.linspace(0, R, n + 1)))
    x_n = best_fractions(B_n)
    ring_scan[n] = np.linalg.norm(B_n @ x_n)
values = list(ring_scan.values())
assert all(b <= a + 1e-9 for a, b in zip(values, values[1:]))
y_fine = B_n @ x_n
lines = j0(np.outer(k, np.linspace(0, R, 1501))) / J0R[:, None]
lower_bound = (influence(lines).T @ y_fine).min() / np.linalg.norm(y_fine)
assert 0.9 * ring_scan[60] < lower_bound <= ring_scan[60] + 1e-9
in_use = np.append(0, (x_n > 1e-6).astype(int))
n_groups = int(np.sum(np.diff(in_use) == 1))
gap_scan = {}
for gap in (2.0, 4.0, 6.0, 8.0):
    B_gap = influence(shape, gap=gap)
    gap_scan[gap] = np.linalg.norm(B_gap @ best_fractions(B_gap))
half_modes = B[:n_modes // 2]
mode_shift = abs(np.linalg.norm(half_modes @ best_fractions(half_modes))
                 - rms_best)
assert mode_shift < 1e-5

# Neglected effects
diffusivity, copper_conc, viscosity, rpm = 5e-6, 6e-4, 0.01, 60.0
omega = 2 * np.pi * rpm / 60
layer = 1.61 * diffusivity**(1/3) * viscosity**(1/6) / np.sqrt(omega)
limit = 2 * FARADAY * diffusivity * copper_conc / layer


def tafel_law(i):
    return tafel * np.log(i / i0)


def limited_law(i):
    return tafel * np.log(i / i0 / (1 - i / limit))


best_source = x_best @ ring_sources
rms_linear = cell.rms(volume_profiles @ x_best)
rms_tafel = cell.rms(cell.solve(best_source, tafel_law))
rms_limited = cell.rms(cell.solve(best_source, limited_law))
rms_even_linear = cell.rms(cell.solve(even_source))
rms_even_tafel = cell.rms(cell.solve(even_source, tafel_law))
assert abs(rms_even_linear - rms_even) < 5e-4
growth = i0 * 63.546 / (2 * FARADAY * 8.96)
doubling_time = seed_cm / growth
B_thick = influence(shape, sheet=Rs / 2)
rms_thick_old = np.linalg.norm(B_thick @ x_best)
x_thick = best_fractions(B_thick)
rms_thick_new = np.linalg.norm(B_thick @ x_thick)
# Edge-crowded ring density, as on an isolated equipotential strip or disc
samples = (np.arange(400) + 0.5) / 400
crowded = np.empty_like(shape)
for j in range(n_rings):
    if j == 0:
        radii = edges[1] * np.sqrt(1 - samples**2)
    else:
        radii = ((edges[j] + edges[j + 1]) / 2
                 + (edges[j + 1] - edges[j]) / 2 * np.cos(np.pi * samples))
    crowded[:, j] = j0(np.outer(k, radii)).mean(axis=1) / J0R
rms_crowded = np.linalg.norm(influence(crowded) @ x_best)


def row(label, numbers, digits=3):
    print(label, ' '.join(f'{v:.{digits}f}' for v in np.atleast_1d(numbers)))


points = np.array([0, 5, 10, 14, 14.7, 15])
row('Wafer radius, anode gap (cm):', [R, H], 1)
row('Conductivity (S/cm):', kappa)
row('Mean current density (mA/cm2):', 1e3 * i0, 1)
row('Temperature (K):', temperature, 2)
row('Transfer coefficient:', alpha, 2)
row('Seed thickness (nm):', seed_cm * 1e7, 0)
row('Seed resistivity (microohm cm):', seed_resistivity * 1e6, 2)
row('Seed sheet resistance (ohm/sq):', Rs)
row('RT/(alpha F) (mV):', 1e3 * tafel, 2)
row('Kinetic resistance (ohm cm2):', rho)
row('Seed drop centre to edge, uniform i (mV):', 1e3 * Rs * i0 * R**2 / 4, 1)
row('Total current (A):', total_current, 4)
row('Ring edges (cm):', edges, 1)
row('Even-density ring currents (A):', x_even * total_current)
row('Optimal ring currents (A):', x_best * total_current)
row('Optimal ring fractions:', x_best, 4)
row('Free-sign ring currents (A):', x_free * total_current)
row('Clipped ring currents (A):', x_clip * total_current)
row('rms even density (%):', 100 * rms_even)
row('rms optimal (%):', 100 * rms_best)
row('rms free signs (%):', 100 * rms_free)
row('rms clipped (%):', 100 * rms_clip)
row('Certificate g_j/q per ring:', gradient / q_best, 4)
row('Profile radii (cm):', points, 1)
row('i/i0 even density:', profile(B @ x_even, points), 4)
row('i/i0 optimal:', profile(B @ x_best, points), 4)
row('Needed anode modes s_n, n=1..7:', needed)
row('Largest |s_n| for non-negative anodes:', allowed)
row('Wafer modes 1-3, even anode (%):', 100 * modes_before)
row('Wafer modes 1-3, cancelling anode (%):', 100 * modes_after, 4)
print('Ring counts:', *ring_scan)
row('Optimal rms for these counts (%):', 100 * np.array(values), 4)
row('Lower bound, any non-negative anode (%):', 100 * lower_bound, 4)
print('Separate groups in use among 60 rings:', n_groups)
row('Gaps (cm):', list(gap_scan), 1)
row('Optimal rms for these gaps (%):', 100 * np.array(list(gap_scan.values())))
print(f'rms shift, 200 to 400 modes (%): {100 * mode_shift:.2e}')
print(f'Largest column mismatch to volumes (rel. to peak): {column_error:.2e}')
print(f'Optimal profile mismatch to volumes (i/i0): {best_error:.2e}')
row('Optimal rms from volume matrix (%):', 100 * rms_volume)
row('Volume rms at optimum: linear, Tafel, Tafel+limit (%):',
    100 * np.array([rms_linear, rms_tafel, rms_limited]))
row('Volume rms, even anode: linear, Tafel (%):',
    100 * np.array([rms_even_linear, rms_even_tafel]))
print(f'Diffusivity (cm2/s): {diffusivity:.1e}')
print(f'Copper ion concentration (mol/cm3): {copper_conc:.1e}')
row('Kinematic viscosity (cm2/s):', viscosity)
row('Wafer rotation (rpm):', rpm, 0)
row('Diffusion layer (micrometre):', layer * 1e4, 1)
row('Limiting current density (mA/cm2):', 1e3 * limit, 1)
row('Copper growth rate (nm/s):', growth * 1e7)
row('Time to double seed thickness (s):', doubling_time, 1)
row('Doubled film, old currents: rms (%):', 100 * rms_thick_old)
row('Doubled film, new optimum: rms (%):', 100 * rms_thick_new)
row('Doubled film, new ring currents (A):', x_thick * total_current)
row('Edge-crowded ring density: rms (%):', 100 * rms_crowded)
print('ALL CHECKS PASSED')
```

Output:

```
Wafer radius, anode gap (cm): 15.0 6.0
Conductivity (S/cm): 0.060
Mean current density (mA/cm2): 10.0
Temperature (K): 298.15
Transfer coefficient: 0.50
Seed thickness (nm): 100
Seed resistivity (microohm cm): 2.20
Seed sheet resistance (ohm/sq): 0.220
RT/(alpha F) (mV): 51.39
Kinetic resistance (ohm cm2): 5.139
Seed drop centre to edge, uniform i (mV): 123.8
Total current (A): 7.0686
Ring edges (cm): 0.0 2.5 5.0 7.5 10.0 12.5 15.0
Even-density ring currents (A): 0.196 0.589 0.982 1.374 1.767 2.160
Optimal ring currents (A): 0.000 1.286 0.240 1.397 4.146 0.000
Optimal ring fractions: 0.0000 0.1819 0.0339 0.1976 0.5865 0.0000
Free-sign ring currents (A): 1.427 -3.129 7.642 -7.927 12.547 -3.492
Clipped ring currents (A): 0.467 0.000 2.499 0.000 4.103 0.000
rms even density (%): 5.486
rms optimal (%): 1.842
rms free signs (%): 1.489
rms clipped (%): 5.031
Certificate g_j/q per ring: 1.2065 1.0000 1.0000 1.0000 1.0000 1.7861
Profile radii (cm): 0.0 5.0 10.0 14.0 14.7 15.0
i/i0 even density: 0.9404 0.9468 0.9758 1.0690 1.1273 1.1844
i/i0 optimal: 1.0002 0.9967 1.0069 0.9943 1.0447 1.1010
Needed anode modes s_n, n=1..7: -0.114 -0.233 -0.569 -1.533 -4.367 -12.902 -39.110
Largest |s_n| for non-negative anodes: 2.483 3.332 4.005 4.580 5.090 5.554 5.981
Wafer modes 1-3, even anode (%): 4.207 2.392 1.583
Wafer modes 1-3, cancelling anode (%): -0.0013 -0.0027 -0.0048
Ring counts: 1 3 6 12 60
Optimal rms for these counts (%): 5.4864 2.7185 1.8415 1.7628 1.7287
Lower bound, any non-negative anode (%): 1.7263
Separate groups in use among 60 rings: 3
Gaps (cm): 2.0 4.0 6.0 8.0
Optimal rms for these gaps (%): 1.630 1.533 1.842 2.309
rms shift, 200 to 400 modes (%): 8.26e-05
Largest column mismatch to volumes (rel. to peak): 5.90e-04
Optimal profile mismatch to volumes (i/i0): 1.59e-04
Optimal rms from volume matrix (%): 1.836
Volume rms at optimum: linear, Tafel, Tafel+limit (%): 1.836 1.851 1.793
Volume rms, even anode: linear, Tafel (%): 5.484 5.518
Diffusivity (cm2/s): 5.0e-06
Copper ion concentration (mol/cm3): 6.0e-04
Kinematic viscosity (cm2/s): 0.010
Wafer rotation (rpm): 60
Diffusion layer (micrometre): 51.0
Limiting current density (mA/cm2): 113.6
Copper growth rate (nm/s): 3.675
Time to double seed thickness (s): 27.2
Doubled film, old currents: rms (%): 2.631
Doubled film, new optimum: rms (%): 0.817
Doubled film, new ring currents (A): 0.101 0.762 1.316 0.000 4.545 0.346
Edge-crowded ring density: rms (%): 2.045
ALL CHECKS PASSED
```
